# Occupied KI Hamiltonian: projector shifts, rigid band shifts and changed bandwidths, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the functional to a set of numbers

Q. I am told that the Koopmans-integral functional, KI, gives every orbital its own potential, and also that on the occupied states it amounts to the ordinary Hamiltonian plus a few numbers. Those statements seem to contradict each other. What is the functional, to begin with?

A. Start from a base density functional. Let $\phi_i$ be orthonormal spin-orbitals with occupations $f_i$, and write

$$n_i=|\phi_i|^2,\qquad \rho_i=f_i n_i,\qquad \rho=\sum_i\rho_i .$$

If the functional depends on spin densities, $\rho$ stands for the pair of them, and each $n_i$ belongs to the spin channel of its orbital. The base energy is

$$E_{\rm base}=\sum_i f_i\langle\phi_i|t|\phi_i\rangle+E[\rho].$$

Here $t$ contains the kinetic energy and the external potential, and $E$ is the Hartree, exchange and correlation energy. With $v[\rho]=\delta E/\delta\rho$, the base Hamiltonian is $h=t+v[\rho]$.

Now freeze all orbitals and fill orbital $i$ gradually, with occupation $s$. The slope of the base energy is

$$\varepsilon_i(s)=\langle\phi_i|\,t+v[\rho-\rho_i+s n_i]\,|\phi_i\rangle .$$

For an approximate functional this slope generally depends on $s$, because the electron acts on itself through $v$. A removal energy should not depend on how much of the electron has already been removed. KI therefore takes away the curved part of the energy and puts back a straight line whose slope is the average of $\varepsilon_i$:

$$\Pi_i=-\int_0^{f_i}\varepsilon_i(s)\,ds+f_i\int_0^1\varepsilon_i(s)\,ds,\qquad E_{\rm KI}=E_{\rm base}+\sum_i\alpha_i\Pi_i .$$

The factor $\alpha_i$ represents screening: when an electron is really removed, the other orbitals relax, which the frozen-orbital correction leaves out. I treat $\alpha_i$ as a given number.

Q. Those integrals run over a whole path of Hamiltonians. Can they be done, or must I carry them along?

A. They can be done in closed form. By the chain rule,

$$\frac{d}{ds}E[\rho-\rho_i+s n_i]=\int v[\rho-\rho_i+s n_i]\,n_i ,$$

where an integral without a differential runs over space. This is the part of $\varepsilon_i(s)$ that depends on $s$. The rest, $t_{ii}=\langle\phi_i|t|\phi_i\rangle$, is constant. Hence

$$\int_0^{f_i}\varepsilon_i\,ds=f_i t_{ii}+E[\rho]-E[\rho-\rho_i],$$

$$\int_0^{1}\varepsilon_i\,ds=t_{ii}+E[\rho-\rho_i+n_i]-E[\rho-\rho_i].$$

In the first line the upper limit gives $\rho-\rho_i+f_i n_i=\rho$. Multiplying the second line by $f_i$ and subtracting the first, the terms with $t_{ii}$ cancel:

$$\Pi_i=E[\rho-\rho_i]-E[\rho]+f_i\big(E[\rho-\rho_i+n_i]-E[\rho-\rho_i]\big).\tag{1}$$

Q. Then I have an objection. For $f_i=1$ we have $\rho_i=n_i$, and (1) gives

$$\Pi_i=E[\rho-n_i]-E[\rho]+E[\rho]-E[\rho-n_i]=0 .$$

For $f_i=0$ it is zero as well. In an insulator every orbital is full or empty, so KI has done nothing.

A. It has done nothing to the total energy. A function can vanish at a point and still have a slope there, and orbital energies are slopes. We need the derivative of $\Pi_i$ with respect to the orbital density $\rho_i$.

Hold the density of the other orbitals, $\bar\rho_i=\rho-\rho_i$, fixed. Both the occupation and the normalized density depend on $\rho_i$, since

$$f_i=\int\rho_i,\qquad n_i=\rho_i/f_i .$$

Under a small change $\delta\rho_i$ they change by

$$\delta f_i=\int\delta\rho_i,\qquad \delta n_i=\frac{\delta\rho_i}{f_i}-\frac{\rho_i}{f_i^2}\,\delta f_i ,$$

so that $f_i\,\delta n_i=\delta\rho_i-n_i\,\delta f_i$. In these variables (1) reads

$$\Pi_i=E[\bar\rho_i]-E[\bar\rho_i+\rho_i]+f_i\big(E[\bar\rho_i+n_i]-E[\bar\rho_i]\big),$$

and its variation is

$$\delta\Pi_i=-\int v[\rho]\,\delta\rho_i+\delta f_i\big(E[\bar\rho_i+n_i]-E[\bar\rho_i]\big)+\int v[\bar\rho_i+n_i]\,\big(\delta\rho_i-n_i\,\delta f_i\big).$$

Because $\delta f_i=\int\delta\rho_i$, a number multiplying $\delta f_i$ is a spatially constant potential. Collecting terms,

$$\frac{\delta\Pi_i}{\delta\rho_i(\mathbf r)}=-v[\rho](\mathbf r)+v[\bar\rho_i+n_i](\mathbf r)+E[\bar\rho_i+n_i]-E[\bar\rho_i]-\int v[\bar\rho_i+n_i]\,n_i .\tag{2}$$

At $f_i=1$ we have $\bar\rho_i+n_i=\rho$. The two local potentials are then the same function with opposite signs, and they cancel. What remains has no dependence on $\mathbf r$:

$$\frac{\delta\Pi_i}{\delta\rho_i}\bigg|_{f_i=1}=\Delta_i=E[\rho]-E[\rho-n_i]-\int v[\rho]\,n_i .\tag{3}$$

This resolves your opening contradiction. Each filled orbital does have its own potential, but it differs from the base potential by a constant.

Q. You varied $\rho_i$ inside $\Pi_i$. It also sits inside every other $\Pi_j$, through the total density. Where did those terms go?

A. They vanish. For $f_j=1$, (1) becomes

$$\Pi_j=E[\bar\rho_j]-E[\bar\rho_j+n_j]+E[\bar\rho_j+n_j]-E[\bar\rho_j]=0$$

for every background $\bar\rho_j$, so changing the background through $\rho_i$ cannot produce a derivative. For $f_j=0$ the first two terms of (1) cancel and the bracket is multiplied by zero, again for every background. With a fractional $f_j$ the cancellation is lost in general. The result is therefore one for integer filling, and a metal with partly filled levels is outside it.

The same observation covers the screening factors. If $\alpha_j$ itself depended on the orbitals, the extra term would be $\Pi_j\,\delta\alpha_j$, which is zero because $\Pi_j=0$.

Q. What about empty orbitals? Do they also get a constant?

A. No. In (2) let $f_i\to0$ with $n_i$ held fixed, so that $\bar\rho_i\to\rho$. The local part becomes $v[\rho+n_i]-v[\rho]$, which varies in space unless $E$ is special. The projector form derived here is a statement about the occupied space.

Q. A constant potential should still be harmless. The orbitals are normalized, so adding a constant changes nothing.

A. It changes no orbital shape, but it changes the Lagrange multipliers, and the eigenvalues of their matrix are the orbital energies. Vary the energy with respect to a filled orbital without imposing its norm, so that $\rho_j=|\phi_j|^2$ and $f_j=\langle\phi_j|\phi_j\rangle$. Then

$$\frac{\delta E_{\rm KI}}{\delta\phi_j^*}=h_j\phi_j,\qquad h_j=h+\lambda_j,\qquad \lambda_j=\alpha_j\Delta_j .$$

Orthonormality is imposed through multipliers $\Lambda_{ij}$, and stationarity reads $h_j\phi_j=\sum_i\phi_i\Lambda_{ij}$. Projecting on $\phi_i$ gives

$$\Lambda_{ij}=\langle\phi_i|h_j|\phi_j\rangle=\langle\phi_i|h|\phi_j\rangle+\lambda_j\delta_{ij}.$$

Stationarity requires this matrix to be Hermitian, which is a real restriction when the potentials differ between orbitals. Here it holds automatically, since $h$ is Hermitian and the $\lambda_j$ are real numbers on the diagonal. The operator with this matrix is

$$H=\sum_{ij}|\phi_i\rangle\Lambda_{ij}\langle\phi_j|=PhP+\sum_i\lambda_i|\phi_i\rangle\langle\phi_i|,\qquad P=\sum_i|\phi_i\rangle\langle\phi_i| ,$$

with sums over filled orbitals. At fixed integer filling the KI energy equals the base energy for every choice of orbitals, so both have the same ground state. There the filled space is spanned by eigenstates of $h$, hence $h$ does not lead out of it, and $PhP$ acts on filled states as $h$ does. On the occupied space, then,

$$H=h+\sum_i\lambda_i\,|\phi_i\rangle\langle\phi_i| .\tag{4}$$

Q. The constant came from letting the norm vary. Is it not then an artefact of how you continued the energy to fractional occupation?

A. It depends on that continuation, and this is intended: KI is a prescription for the continuation. What it achieves can be checked without derivatives. Remove orbital $i$ and leave the others frozen. The base energies of the two integer systems differ by

$$E_{\rm base}(N)-E_{\rm base}^{(i)}(N-1)=t_{ii}+E[\rho]-E[\rho-n_i].$$

For $\alpha_i=1$ the diagonal element of $H$ is

$$h_{ii}+\Delta_i=t_{ii}+\int v[\rho]n_i+E[\rho]-E[\rho-n_i]-\int v[\rho]n_i ,$$

which is the same quantity. The unscreened KI diagonal element is therefore minus the energy needed to remove the electron from orbital $i$ with the other orbitals frozen. The numerical output lists the element itself, with its negative sign, under "frozen removal energies".

Q. Which way does the shift go?

A. Define $F(s)=E[\rho-n_i+s n_i]$. Then (3) says $\Delta_i=F(1)-F(0)-F'(1)$. Integration by parts gives

$$\int_0^1 sF''(s)\,ds=F'(1)-\int_0^1F'(s)\,ds=F'(1)-F(1)+F(0)=-\Delta_i .$$

The weight $s$ integrates to $\tfrac12$, so $\Delta_i$ is minus one half of a weighted average of the curvature that the orbital sees as it is filled. If that average is positive, the level moves down. For a pure Hartree energy $F''$ is the constant $\int\!\!\int n_i w n_i$, with $w$ the interaction, and $\Delta_i=-\tfrac12\int\!\!\int n_i w n_i$, minus the orbital's Hartree self-energy. If $E$ is linear in the density, there is no curvature and no shift.

Q. I would like to see numbers for this.

A. Take a model with round parameters: a ring of 12 cells with four sites each and one spin channel. Sites 1 and 2 form one bond, sites 3 and 4 another. The hopping amplitude is 1.5 eV inside a bond and 0.6 eV between bonds, entering $t$ with a minus sign. There are two electrons per cell, and

$$E[\rho]=\tfrac12\sum_{xy}K_{xy}\rho_x\rho_y-C\sum_x\rho_x^{4/3},$$

with $K_{xx}=6$ eV, $K=1$ eV between neighbours and $C=2$ eV. I choose $\alpha=0.6$ for all orbitals. The base ground state is found self-consistently. To obtain localized orbitals, the symmetric combination on each bond is projected onto the filled space, and the projections are symmetrically orthonormalized.

Let bond 1 be covalent, with site energies 0 and 0, and bond 2 polar, with $+4$ and $-4$ eV. The site densities are 0.427, 0.575 and 0.071, 0.927, and the shifts are

$$\Delta_1=-1.235\ {\rm eV},\qquad \Delta_2=-2.030\ {\rm eV}.$$

An estimate shows why they differ. Treat each bond's density as that of its own orbital, with nothing left once the orbital is removed. The Hartree part of $\Delta$ is then $-[3(n_a^2+n_b^2)+n_an_b]$ eV. The local part is $-Cn^{4/3}+\tfrac43Cn^{4/3}=\tfrac13Cn^{4/3}$ per site. This gives

$$\Delta_1\approx-1.785+0.533=-1.25\ {\rm eV},\qquad \Delta_2\approx-2.660+0.622=-2.04\ {\rm eV}.$$

The polar orbital is concentrated on one site and repels itself more strongly.

The projector form was also tested without using (3): the energy defined by the occupation integrals was differentiated numerically with respect to the orbitals. The matrix elements agree with (4) to about $2\times10^{-8}$ eV.

Q. You chose localized orbitals. Did the functional tell you to?

A. No. Since $\Pi_i=0$ at integer filling, mixing the filled orbitals among themselves leaves the KI energy unchanged. The $\lambda_i$, however, do depend on the mixture. Spread an orbital over $N$ cells, and its density per cell falls as $1/N$. With the short-range interaction of this model, its self-interaction per cell then falls as $1/N^2$, and the sum over cells as $1/N$. For an even superposition of all covalent-bond orbitals, $\Delta$ is $-0.117$ eV with 12 cells and $-0.059$ eV with 24, against $-1.235$ eV for one localized orbital. A Coulomb interaction also acts between distant cells, so the self-repulsion then falls more slowly: as $1/L$ for an orbital spread over a length $L$ in all three directions, and as $(\ln L)/L$ for one spread only along a chain. In both cases it still tends to zero. With extended orbitals the correction disappears in a large crystal. Localization is therefore a separate input, and every shift below refers to a stated set of localized functions.

## Second half: what the shifts do to bands

The symbols carried over are these. $h$ is the base Hamiltonian at its ground state, $P$ projects on the filled space, and the filled localized orbitals have densities $n_i$. On the filled space of an insulator

$$H=h+\sum_i\lambda_i|\phi_i\rangle\langle\phi_i|,\qquad \lambda_i=\alpha_i\Delta_i,\qquad \Delta_i=E[\rho]-E[\rho-n_i]-\int v[\rho]\,n_i .$$

The orbitals are an input, the $\alpha_i$ are given screening factors, and $\Delta_i$ is negative in the example.

Q. A projector on one localized orbital is not periodic. How can a sum of such things have bands at all?

A. One projector is not periodic, but the full set is. Let the localized orbitals be Wannier functions $w_{\mathbf Rm}$, where $\mathbf R$ is the cell and $m=1,\dots,M$ the type, with $w_{\mathbf Rm}(\mathbf r)=w_{\mathbf 0m}(\mathbf r-\mathbf R)$. The density $\rho$ is periodic, and $E$ does not change when its argument is translated by a lattice vector. All three terms of $\Delta$ are then the same in every cell, so $\Delta_{\mathbf Rm}=\Delta_m$. With screening factors that also depend on the type alone, $\lambda_{\mathbf Rm}=\lambda_m$.

For $N$ cells define Bloch sums

$$|\mathbf km\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|w_{\mathbf Rm}\rangle .$$

Summing their projectors over $\mathbf k$,

$$\sum_{\mathbf k}|\mathbf km\rangle\langle\mathbf km|=\frac1N\sum_{\mathbf R\mathbf R'}\Big(\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\Big)|w_{\mathbf Rm}\rangle\langle w_{\mathbf R'm}|=\sum_{\mathbf R}|w_{\mathbf Rm}\rangle\langle w_{\mathbf Rm}| ,$$

because the sum in brackets is $N\delta_{\mathbf R\mathbf R'}$. The correction is therefore diagonal in $\mathbf k$, and in the basis $|\mathbf km\rangle$

$$H_{mm'}(\mathbf k)=h_{mm'}(\mathbf k)+\lambda_m\delta_{mm'},\qquad h_{mm'}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{\mathbf 0m}|h|w_{\mathbf Rm'}\rangle .\tag{5}$$

From here on I write $\Lambda$ for the diagonal matrix of the $\lambda_m$, no longer for the matrix of Lagrange multipliers. It is the same at every $\mathbf k$.

This does not conflict with the vanishing shift of extended orbitals. The $\lambda_m$ are computed from the localized functions, and the Bloch sums enter afterwards, as a basis in which a fixed operator is diagonalized.

At integer filling, KI thus adds a constant for each filled localized orbital, and for periodic Wannier functions these constants form a diagonal matrix $\Lambda$ that is the same at every $\mathbf k$. It remains to find when this matrix shifts the filled bands rigidly and when it changes their separations and widths.
